# Tracer self-diffusion by vacancies and interstitials in the diamond structure

## The question

A few marked atoms, chemically identical to their neighbours, sit in a crystal with the diamond structure. On heating they spread, although every lattice site next to an atom in a perfect region is occupied. Direct exchange of neighbouring atoms is neglected here, so an atom on a lattice site moves only when a vacancy arrives next to it, or when a self-interstitial pushes it off its site. Both defects are present at equilibrium. How does the measured tracer diffusivity $D^*$ follow from their abundances and mobilities?

Let $c_V,c_I$ be the numbers of vacancies and interstitials per lattice site, and $D_V,D_I$ the diffusivities of the defects themselves. The product $cD$ sets the scale of each contribution, but a defect that has just moved an atom is still beside it and may undo the move. For the mechanisms defined below,

$$D^*=f_Vc_VD_V+f_Ic_ID_I,\qquad f_V=\tfrac12,\quad f_I=\tfrac8{11}. \tag{1}$$

The result is derived first from the path of one tracer, then from the tracer flux in a concentration gradient.

## Model and common ingredients

The defects are dilute and uniformly distributed, each in one charge state. Reactions between defects are neglected, as is the isotope effect of the tracer mass. SI units and electronvolts are used, since atomic units are unnatural for thermally activated hopping.

**Geometry.** The cubic cell edge is $a$ and the bond length is $d$, with $d^2=3a^2/16$. A lattice site has four neighbours at $\mathbf n_j$ and four adjacent tetrahedral interstitial sites at $\mathbf m_j$, also at distance $d$. Each set points to the corners of a tetrahedron, so for $i\ne j$

$$\sum_j\mathbf m_j=0,\qquad \mathbf m_i\cdot\mathbf m_j=-\frac{d^2}3,\qquad \sum_j\mathbf m_j(\mathbf m_j\cdot\mathbf h)=\frac{4d^2}3\mathbf h \tag{2}$$

for any vector $\mathbf h$, and likewise for $\mathbf n_j$.

**Moves.** A vacancy exchanges with each neighbour at rate $w_V$. An interstitial atom enters one of its four adjacent lattice sites and pushes the atom there into one of that site's other three tetrahedral sites. Each of these $4\times3=12$ paths has rate $w_I$. The defect thereby moves by $\mathbf m_i-\mathbf m_j$, whose squared length is $2d^2+2d^2/3=a^2/2$. The twelve displacements lead to the twelve nearest neighbours on a face-centred cubic (fcc) network. The tetrahedral sites form two such networks, each holding half of them and each adjacent to one sublattice of the crystal. An interstitial stays on its own network, and the two networks are taken as equally populated.

From any position the possible defect jumps sum to zero, so successive defect jumps are uncorrelated. The diffusivity is then the jump rate times the squared length, divided by 6:

$$D_V=\frac{4w_Vd^2}6=\frac{a^2w_V}8,\qquad D_I=\frac{12w_I}{6}\,\frac{a^2}2=a^2w_I. \tag{3}$$

**Equilibrium fractions.** Let $G^f=H^f-TS^f$ be the formation free energy without configurational entropy. With $N$ atoms and $n$ vacancies there are $(N+n)!/(N!\,n!)$ arrangements. By Stirling's formula the free energy is stationary when

$$G_V^f-k_BT\ln\frac{N+n}{n}=0\quad\Rightarrow\quad c_V=\frac n{N+n}=e^{-G_V^f/k_BT}.$$

For $n$ interstitials the remaining $N-n$ atoms occupy $N-n$ lattice sites, with as many tetrahedral sites. There are $(N-n)!/[n!(N-2n)!]$ arrangements, and the derivative of their logarithm is $\ln\{(N-2n)^2/[n(N-n)]\}$, or $\ln(N/n)$ to leading order. Hence

$$c_X=e^{S_X^f/k_B}e^{-H_X^f/k_BT},\qquad X=V,I, \tag{4}$$

with relative corrections of order $c_I$ for the interstitial counted alone. When both defects are present they share the same lattice, so $c_V$ also acquires a relative correction of order $c_I$, and $c_I$ a further one of order $c_V$. All of these are neglected for dilute defects.

**Counting visits.** Let $g_0$ be the mean number of visits of a walking vacancy to its starting site, the start included. Let $g_1$ be the number of visits to a given neighbour of the start, and $g_2$ that to a site sharing a common neighbour with the start. These numbers are finite because in three dimensions the probability of being at a given site after $n$ steps falls as $n^{-3/2}$, which is summable. Taking the first step explicitly gives

$$g_0=1+g_1,\qquad g_1=\tfrac14(g_0+3g_2).$$

In the second relation the first step leads to the target itself or to one of the three other neighbours of the start. Eliminating $g_1$ gives $4g_0-4=g_0+3g_2$, so

$$g_0-g_2=\tfrac43. \tag{5}$$

For the interstitial on its fcc network, let $\gamma_0$ and $\gamma_1$ count visits to the start and to a nearest neighbour. All twelve first steps are equivalent, hence $\gamma_0=1+\gamma_1$ and

$$\gamma_0-\gamma_1=1. \tag{6}$$

## First derivation: the path of one tracer

The definition is $D^*=\lim_{t\to\infty}\langle R^2\rangle/6t$. Write $\mathbf R=\mathbf R_V+\mathbf R_I$ for the displacements caused by the two kinds of defect. A fresh defect arrives from a random direction, so its mean push is zero whatever happened before. The cross term $2\langle\mathbf R_V\cdot\mathbf R_I\rangle$ therefore needs both defects near the tracer at once, which has probability of order $c_Vc_I$. To leading order the two contributions add.

**Vacancy.** The tracer jumps at rate $4w_Vc_V$. Suppose it has just jumped along the unit vector $\mathbf u$. The vacancy is now behind it, at $-\mathbf u$. Let $P_s$ be the probability that this vacancy next exchanges with the tracer from that same position, and $P_o$ the probability for one given other neighbour. These do not sum to one, since the vacancy may escape; a fresh one then contributes nothing on average. A return gives cosine $-1$, and each other direction gives $+1/3$. The mean cosine between successive jumps is

$$q=-P_s+3P_o\cdot\tfrac13=-(P_s-P_o).$$

At each visit to a neighbouring site the vacancy exchanges with the tracer with probability $1/4$. Visits must be counted for a walk that stops on reaching the tracer site. Stopping removes the visits made after that arrival, but from the tracer site all four neighbours are visited equally often. The difference (5) is unaffected, so

$$P_s-P_o=\tfrac14\cdot\tfrac43=\tfrac13,\qquad q=-\tfrac13.$$

The bond is a threefold axis, so the mean next jump is parallel to the last one and equals $q\mathbf u$ in units of $d$. Repeating the argument, the mean cosine between jumps $m$ apart is $q^m$. For many jumps

$$\frac{\langle R_V^2\rangle}{(\text{number of jumps})\,d^2}=1+2\sum_{m=1}^\infty q^m=\frac{1+q}{1-q}=\frac12.$$

Thus $D^*_V=\frac12\,(4w_Vc_V)d^2/6=\frac12c_VD_V$.

**Interstitial.** Each defect jump moves two atoms, each by $d$. Without memory the ratio of tracer to defect contribution would be $2d^2/(a^2/2)=3/4$. This factor is geometric.

Memory has two cases. A tracer on an interstitial site enters any of four lattice sites with equal probability, so that jump has no memory of the past. A tracer that has just entered a lattice site from $\mathbf m_1$ has displacement $-\mathbf m_1$, and the defect is now at another adjacent site, say $\mathbf m_2$. Let $H_k$ be the probability that this defect next pushes the tracer from $\mathbf m_k$. The tracer then leaves to one of the other three sites, with mean displacement $\frac13\sum_{i\ne k}\mathbf m_i=-\frac13\mathbf m_k$. With $H_2=H_s$ and all other $H_k=H_o$, the mean cosine is

$$q_I=\frac1{3d^2}\sum_kH_k\,\mathbf m_1\cdot\mathbf m_k=\frac13\left[H_o-\frac{H_s+2H_o}3\right]=-\frac{H_s-H_o}9. \tag{7}$$

To find $H_s-H_o$, let $X$ be the difference in visits between the starting site and another adjacent site, for a walk that stops when it pushes the tracer. The unrestricted walk consists of this stopped walk plus continuations through the tracer site, which lead from one adjacent site to each of the other three with probability $1/12$. Weight the four sites by numbers $v_j$ with zero sum. On such weights the visit counts act as multiplication by their differences, $X$ or $1$. The continuation step gives $\frac1{12}\sum_{i\ne j}v_i=-\frac1{12}v_j$. Therefore

$$1=X+X\left(-\tfrac1{12}\right)\cdot1\quad\Rightarrow\quad X=\tfrac{12}{11}.$$

Each visit pushes the tracer with probability $3/12=1/4$, so $H_s-H_o=3/11$ and $q_I=-1/33$.

Entering and leaving jumps alternate, and the correlated pairs are an entry and the departure that follows it. In $2M$ jumps there are $M$ such pairs:

$$\langle R_I^2\rangle=2Md^2+2M\,d^2q_I=2Md^2\cdot\tfrac{32}{33}.$$

The full factor is $f_I=\frac34\cdot\frac{32}{33}=\frac8{11}$. Most of its departure from one is geometry.

## Second derivation: flux in a tracer gradient

Now let the fraction of marked atoms vary as $p(\mathbf x)=p_0+\mathbf h\cdot\mathbf x$, while the total atomic density and the defect densities stay uniform. With $\rho$ lattice sites per volume, Fick's law $\mathbf J=-\rho D^*\mathbf h$ defines $D^*$. The flux depends on the tracer fraction beside a defect, which differs from $p$ because the defect has been mixing the atoms there.

**Vacancy.** Write the joint probability of a vacancy at $\mathbf v$ and a tracer at $\mathbf x$ as $c_V[p(\mathbf x)+\phi]$. Put the tracer at the origin and let $\phi_j$ be the deviation for a vacancy at $\mathbf n_j$. Exchanging the two gives a tracer at $\mathbf n_j$ and a vacancy at the origin. Inversion about the bond centre maps one arrangement onto the other and reverses $\mathbf h$, so the deviation there is $-\phi_j$. The steady state requires

$$\sum_{\mathbf v'\neq0}[\phi(\mathbf v')-\phi_j]+[\mathbf h\cdot\mathbf n_j-\phi_j-\phi_j]=0, \tag{8}$$

where $\mathbf v'$ runs over the three neighbours of $\mathbf n_j$ other than the tracer site. Define $\phi(0)=0$, which equals the average of the $\phi_j$ because a vector perturbation gives $\sum_j\phi_j=0$. Adding the missing term $0-\phi_j$ makes the sum over all four neighbours equal to $\phi_j-\mathbf h\cdot\mathbf n_j$. Thus $\phi$ exceeds its neighbour average by $\sigma_j=\frac14(\mathbf h\cdot\mathbf n_j-\phi_j)$ at $\mathbf n_j$ and by zero elsewhere.

The decaying solution is the sum of visit numbers times sources. Since $\sum_j\sigma_j=0$,

$$\phi_j=g_0\sigma_j+g_2\sum_{i\ne j}\sigma_i=(g_0-g_2)\sigma_j=\tfrac13(\mathbf h\cdot\mathbf n_j-\phi_j),$$

so $\phi_j=\frac14\mathbf h\cdot\mathbf n_j$. The net tracer flow from the origin to $\mathbf n_j$ is

$$w_Vc_V[\phi_j-(\mathbf h\cdot\mathbf n_j-\phi_j)]=-\tfrac12w_Vc_V\,\mathbf h\cdot\mathbf n_j,$$

half of what the undisturbed gradient would drive. Each bond belongs to two sites, so by (2)

$$\mathbf J_V=\frac\rho2\sum_j\mathbf n_j\left(-\tfrac12w_Vc_V\mathbf h\cdot\mathbf n_j\right)=-\rho\,\tfrac12c_V\frac{2w_Vd^2}3\mathbf h=-\rho\,\tfrac12c_VD_V\mathbf h.$$

**Interstitial.** Let $c_I[p_0+\phi_j]$ be the joint probability of a tracer on the lattice site at the origin and an interstitial at $\mathbf m_j$. If the tracer is itself the interstitial at $\mathbf m_i$, the probability is $c_I[p_0+\mathbf h\cdot\mathbf m_i]$; the tetrahedral symmetry of that site allows no correction linear in $\mathbf h$.

Of the twelve paths into $\mathbf m_j$, nine avoid the tracer site. The other three bring a tracer from $\mathbf m_i$ into the origin. In the steady state

$$\sum_{9}[\phi(\mathbf t')-\phi_j]+\sum_{i\ne j}[\mathbf h\cdot\mathbf m_i-\phi_j]=0,$$

so the nine-term sum is $\mathbf h\cdot\mathbf m_j+3\phi_j$. Adding $\sum_{i\ne j}(\phi_i-\phi_j)=-4\phi_j$ gives the sum over all twelve neighbours, $\mathbf h\cdot\mathbf m_j-\phi_j$. The source is minus one twelfth of this, and (6) gives

$$\phi_j=-\tfrac1{12}(\mathbf h\cdot\mathbf m_j-\phi_j)\quad\Rightarrow\quad\phi_j=-\tfrac1{11}\mathbf h\cdot\mathbf m_j.$$

The net tracer flow from the origin to $\mathbf m_j$ combines three paths each way:

$$w_Ic_I\left[\sum_{i\ne j}\phi_i-3\mathbf h\cdot\mathbf m_j\right]=w_Ic_I[-\phi_j-3\mathbf h\cdot\mathbf m_j]=-3\cdot\tfrac{32}{33}\,w_Ic_I\,\mathbf h\cdot\mathbf m_j.$$

Multiplying by $\rho\,\mathbf m_j$, summing with (2), and using $4d^2=\frac34a^2$,

$$\mathbf J_I=-\rho\,\tfrac{32}{33}\,4d^2w_Ic_I\mathbf h=-\rho\,\tfrac8{11}c_ID_I\mathbf h.$$

The same gradient drives both fluxes. Their mutual disturbance involves a tracer and two defects together and is of order $c_Vc_I$, so the sum is (1).

## What each derivation assumes

The path argument treats a crystal with no gradient. It needs the loss of memory when a defect escapes and, for the vacancy, the threefold bond axis that turns the correlations into a geometric series. The flux argument needs neither a series nor a list of encounters. It assumes instead a uniform, steady tracer gradient with no accompanying defect gradient, and it uses inversion symmetry of the bond for the vacancy and the tetrahedral symmetry of the site for the interstitial.

Both assume dilute defects and a tracer with the host's jump rates. An impurity that binds a defect violates the latter. Both factors also belong to the stated moves; another interstitial mechanism needs its own $f_I$. Thermal equilibrium enters through (4) alone: if a treatment holds the defects at other uniform, steady, dilute fractions, those values replace $c_V$ and $c_I$ in (1).

## Temperature dependence and a numerical case

Let $w_X=\nu e^{-H_X^m/k_BT}$ and $Q_X=H_X^f+H_X^m$. Then $D^*=\sum_XA_Xe^{-\beta Q_X}$ with $\beta=1/k_BT$ and constant $A_X$. If $s_X$ is the share of $D^*$ carried by defect $X$,

$$Q_{\rm eff}=-\frac{d\ln D^*}{d\beta}=s_VQ_V+s_IQ_I,$$

$$\frac{d^2\ln D^*}{d\beta^2}=\sum_Xs_XQ_X^2-Q_{\rm eff}^2=s_Vs_I(Q_I-Q_V)^2\ge0.$$

The Arrhenius plot is convex, and $Q_{\rm eff}$ belongs to neither defect where both contribute.

Take a model crystal with $a=0.50$ nm and $\nu=10$ THz. The vacancy has $H^f=3.6$ eV, $S^f=3k_B$, $H^m=0.4$ eV; the interstitial has 3.8 eV, $6k_B$ and 0.8 eV. Hence $Q_V=4.0$ eV and $Q_I=4.6$ eV. The prefactors are $A_V=3.138\times10^{-6}$ and $A_I=7.335\times10^{-4}$ m²/s. Equal contributions occur at

$$k_BT=\frac{Q_I-Q_V}{\ln(A_I/A_V)}=\frac{0.6\ \text{eV}}{5.454}=0.110\ \text{eV},$$

or 1277 K. At 1300 K the two terms, in m²/s, are

$$\tfrac12(2.221\times10^{-13})(8.793\times10^{-9})=9.77\times10^{-22},$$
$$\tfrac8{11}(7.484\times10^{-13})(1.979\times10^{-9})=1.077\times10^{-21}.$$

Their sum is $D^*=2.05\times10^{-21}$ m²/s, or $2.05\times10^{-17}$ cm²/s. Without the factors, the vacancy product $c_VD_V=1.95\times10^{-21}$ m²/s exceeds the interstitial product, $1.48\times10^{-21}$ m²/s. The factors reverse the order: interstitials carry 52% of the tracer diffusion. The plain sum of $cD$ is 1.67 times $D^*$.

Since $Q_V<Q_I$ and $A_V<A_I$ in this model, vacancies dominate below the crossover temperature and interstitials above it. The interstitial share rises from 29% at 1100 K to 69% at 1500 K, and $Q_{\rm eff}$ from 4.18 to 4.42 eV. The ratio of the plain sum to $D^*$ falls from 1.82 to 1.57, between its limits of 2 for vacancies alone and $11/8$ for interstitials alone.

The numerical output also gives both factors from exact tracer–defect chains in periodic cells, extrapolated to infinite volume; they agree with $1/2$ and $8/11$ to the six decimals shown. A simulation of 13,824 atoms, with one vacancy and one interstitial moving together, tests additivity. Its total squared displacement is 1.0% above the predicted sum, and the cross term is 0.3% of the total. Treating the $M=3\times13{,}824$ displacement components as independent and Gaussian gives a relative standard error of $\sqrt{2/M}\approx0.7\%$ for the total. For the cross term, with the two defects contributing nearly equally, it is $1/\sqrt M\approx0.5\%$ of the total. Both deviations are therefore compatible with sampling error.

## Numbers as computed

```
Vacancy: mean cosine of successive jumps = -0.333333
Vacancy: factor f_V from exact chain = 0.500000
Interstitial: cosine after entering site = -0.030303
Interstitial: factor f_I from exact chain = 0.727273
Closed forms f_V, f_I = 0.500000, 0.727273
Simulation: atoms, V jumps, I jumps = 13824 960608 239379
Simulation: f_V, f_I = 0.5049, 0.7290
Simulation: total / predicted sum = 1.0095
Simulation: cross term / total = 0.0034
Cell edge a = 0.50 nm
Attempt rate per path = 10.0 THz
V: H_f = 3.6 eV, S_f = 3.0 k, H_m = 0.4 eV, Q = 4.0 eV
V: prefactor of contribution = 3.1384e-06 m^2/s
I: H_f = 3.8 eV, S_f = 6.0 k, H_m = 0.8 eV, Q = 4.6 eV
I: prefactor of contribution = 7.3351e-04 m^2/s
Crossover temperature = 1276.6 K
T = 1100 K: kT = 0.09479 eV
  c_V = 6.4426e-16, c_I = 1.5690e-15 (per site)
  D_V = 4.5941e-09, D_I = 5.4031e-10 m^2/s
  V part = 1.4799e-24, I part = 6.1655e-25 m^2/s
  D_tracer = 2.0965e-24 m^2/s = 2.0965e-20 cm^2/s
  I share = 0.2941, Q_eff = 4.1765 eV
  curvature of ln D_tracer = 0.07474 eV^2
  uncorrelated sum / D_tracer = 1.8162
T = 1300 K: kT = 0.11203 eV
  c_V = 2.2211e-13, c_I = 7.4835e-13 (per site)
  D_V = 8.7932e-09, D_I = 1.9794e-09 m^2/s
  V part = 9.7655e-22, I part = 1.0773e-21 m^2/s
  D_tracer = 2.0539e-21 m^2/s = 2.0539e-17 cm^2/s
  I share = 0.5245, Q_eff = 4.3147 eV
  curvature of ln D_tracer = 0.08978 eV^2
  uncorrelated sum / D_tracer = 1.6722
T = 1500 K: kT = 0.12926 eV
  c_V = 1.6122e-11, c_I = 6.8917e-11 (per site)
  D_V = 1.4155e-08, D_I = 5.1293e-09 m^2/s
  V part = 1.1410e-19, I part = 2.5709e-19 m^2/s
  D_tracer = 3.7119e-19 m^2/s = 3.7119e-15 cm^2/s
  I share = 0.6926, Q_eff = 4.4156 eV
  curvature of ln D_tracer = 0.07665 eV^2
  uncorrelated sum / D_tracer = 1.5671
```
